Spin density and electric current on a topological surface

An electric field of 0.001 MV/cm along a telluride surface with the parameters given below drives a sheet current of 0.102 A/cm and gives the surface electrons a net sideways spin polarization of 1.3%. The electrons drift at 5000 m/s, and the slope of their energy bands corresponds to a speed of 3.80×10⁵ m/s. The ratio of these speeds is also 1.3%. The agreement follows from the form of the velocity operator: on this surface, velocity is spin turned through a right angle and multiplied by a constant.

Atomic units are used in the algebra, so ħ, the elementary charge and the electron mass equal one, and the electron has charge −1. The surface lies in the xy plane and the unit vector ẑ points out of the material. The Pauli matrices σ describe the electron's true spin, an assumption that needs correction in a real telluride. The momentum p is measured from the point where the two surface bands meet.

Linear dispersion alone does not fix the direction of the spin, so the Hamiltonian has to be obtained from symmetry. The surface is taken to have a threefold rotation axis along ẑ and a mirror plane containing that axis. A term linear in momentum can have the forms p·t, p·u σ_z, or Σ p_i M_ij σ_j with i and j running over x and y. A fixed in-plane vector t or u cannot survive a rotation by 120°, so the first two forms vanish. The 2×2 matrix M must be unchanged by the same rotation. Its symmetric traceless part turns through twice the rotation angle, here 240°, and must vanish too. What remains is a multiple of the unit matrix and an antisymmetric part:

a(p_xσ_x + p_yσ_y) + v(p_xσ_y − p_yσ_x).

Now apply the mirror x → −x. It reverses p_x and keeps p_y. Spin is an axial vector, so the mirror keeps σ_x and reverses σ_y. Both products in the first bracket change sign, which forces a = 0. Both products in the second bracket are unchanged. The Hamiltonian is therefore

H = v(p_xσ_y − p_yσ_x) + W.

Symmetry leaves the sign of v open. It is taken as positive here; on a surface with negative v, the same current comes with the opposite spin. W collects everything that contains no momentum: a scalar potential V(r), which may be disordered and time dependent, and an exchange field M(r)·σ of any direction. These terms may break the symmetry that was used to find the kinetic part. What matters is that they leave the kinetic part as it is.

The velocity is the rate of change of position, i[H, r]. Since [p_x, x] = −i and p_y commutes with x,

v_x = i[H, x] = i v σ_y(−i) = vσ_y.

In the same way,

v_y = i[H, y] = i(−vσ_x)(−i) = −vσ_x.

W gives nothing, because functions of position commute with position and spin matrices do too. The cross product σ×ẑ has components (σ_y, −σ_x, 0), so the two results combine into

dr/dt = v σ×ẑ.

No momentum appears on the right. An ordinary electron has a velocity p/m that can change while its spin stays fixed. Here a change of velocity is a change of spin. An impurity that turns the electron's motion must turn its spin with it, whatever the shape of the impurity potential.

The same relation holds at each point of the surface. The electric current density j is defined by the response of the energy to a vector potential A. For charge −1, p is replaced by p + A, with the factor of the speed of light absorbed in A. With ψ(r) the two-component electron field, the part of the energy that contains A is

H_A = v∫d²r ψ†(A_xσ_y − A_yσ_x)ψ = v∫d²r A·ψ†(σ×ẑ)ψ.

A current j has coupling energy −∫j·A, so j = −δH/δA, which gives

j = −v ψ†(σ×ẑ)ψ.

Define the spin density as s = ½ψ†σψ. Then ψ†σψ = 2s and

j = −2v s×ẑ.

The minus sign is the electron's charge, and the factor 2 comes from spin one half. Because H is linear in momentum, it is linear in A, and the current operator contains no further term proportional to A. An applied magnetic field acting on the orbital motion changes how the state evolves but leaves the relation between j and s alone.

One part of the electromagnetic current has been left out of this definition. The magnetic moment of the spin couples to ∇×A and produces a current equal to the curl of the magnetization. It has no divergence, and it vanishes where the magnetization is uniform. The current j used here is the one that transports the electrons, as conservation of charge shows. With p = −i∇, the equation of motion is

∂ψ/∂t = −v(σ_y∂_xψ − σ_x∂_yψ) − iWψ,

and its adjoint is

∂ψ†/∂t = −v(∂_xψ†σ_y − ∂_yψ†σ_x) + iψ†W.

Multiply the first from the left by ψ†, the second from the right by ψ, and add. The terms in W cancel, and the derivatives combine into derivatives of products. For the number density ρ = ψ†ψ,

∂ρ/∂t = −v[∂_x(ψ†σ_yψ) − ∂_y(ψ†σ_xψ)] = −∇·(2v s×ẑ).

The particle flow is thus 2v s×ẑ, and the electric current is its negative.

To solve for the spin, take the cross product of ẑ with j and use ẑ×(s×ẑ) = s(ẑ·ẑ) − ẑ(ẑ·s). The right side is s without its normal component, which is the in-plane spin density s_∥. Hence

ẑ×j = −2v s_∥,

s_∥ = −(ẑ×j)/(2v).

In SI units, with s carrying its factor ħ and e the positive elementary charge, this becomes

s_∥ = −(ħ/2ev) ẑ×j.

Taking expectation values gives two ordinary vectors at right angles, with |s_∥| = |j|/(2v) in atomic units. The normal component s_z is left free: it neither enters j nor is determined by it.

Both sides are linear in the density matrix, so the relation holds for pure and mixed states, at any temperature, in equilibrium or driven. It also survives repulsion between electrons. An interaction energy u(r_a − r_b) commutes with every electron's position, so each electron still has velocity vσ_a×ẑ. It commutes with the local density as well and adds nothing to the continuity equation. Scattering, screening and correlation can all change the size of the current, and they change the spin density by the same factor. Within this Hamiltonian no relaxation time enters the ratio.

The plane-wave states show the geometry. For W = 0 and momentum k(cosθ, sinθ),

H = vk(−sinθ σ_x + cosθ σ_y).

The upper band has energy vk, spin ½(−sinθ, cosθ) and velocity v(cosθ, sinθ). Its spin is a quarter turn anticlockwise from its motion. In the lower band both spin and velocity are reversed at the same momentum, so the quarter turn is the same. For a given electric current, the spin density therefore has the same sign whether the Fermi level lies above or below the crossing point.

In a field, the filled disc of upper-band states shifts by a small amount δ along x. At the angle θ its rim moves outward by δ cosθ. There is one state per momentum in each band, and the number of states per unit area of surface is d²k/(4π²). With k_F the radius of the disc, the shift produces

s_y = ∫₀^{2π} (½cosθ) k_F δ cosθ dθ/(4π²) = k_Fδ/(8π).

The particle flow along x is the same integral with ½cosθ replaced by v cosθ:

flow = v k_Fδ/(4π).

The density is the area of the disc over 4π²,

n = πk_F²/(4π²) = k_F²/(4π).

Dividing the flow by n gives the drift velocity v_d = vδ/k_F. The polarization is the spin density over its largest possible value n/2:

2s_y/n = δ/k_F = v_d/v.

This explains the equality of the two percentages. The displaced disc was treated to first order in δ, but the equality 2|s_∥|/n = v_d/v needs only the operator relation and the definition of drift speed as flow over density. It also sets a ceiling. The polarization of the upper-band electrons cannot exceed one, so their drift speed cannot exceed v.

The numbers in the opening come from a model surface with ħv = 0.25 eV nm and a Fermi energy E_F = 0.10 eV above the crossing point. The mobility is 500 cm²/Vs and the temperature 300 K. The Fermi wave number is

k_F = E_F/(ħv) = 0.10/0.25 = 0.40 nm⁻¹,

and the electron density is

n = 0.40²/(4π) = 0.0127 nm⁻².

The field of 0.001 MV/cm is 1000 V/cm, so the drift speed is 500×1000 = 5×10⁵ cm/s, or 5000 m/s. The sheet current density is

j = e n v_d = (1.602×10⁻¹⁹ C)(1.27×10¹⁶ m⁻²)(5000 m/s) = 10.2 A/m = 0.102 A/cm.

The spin density then has the magnitude

|s_∥| = ħj/(2ev) = ½n(v_d/v) = ½(0.0127)(0.0132) = 8.4×10⁻⁵ ħ/nm²,

which is 8.4×10⁻⁷ ħ/Å². For the direction, let the field point along +x. The electrons are pushed towards −x, their disc is displaced by −0.0053 nm⁻¹, and the electric current points along +x. Since ẑ×x̂ = ŷ, the spin density points along −y for the positive v assumed here.

The displacement corresponds to a relaxation time. A steady force eE acting for a time τ shifts the disc by eEτ/ħ, so the mobility is μ = eτv/(ħk_F). For 500 cm²/Vs and a sharp Fermi level this gives τ = 35 fs; at 300 K, with one relaxation time for all energies, the value needed rises to about 38 fs, while for τ proportional to 1/E or to E its value at 0.10 eV stays at 34 to 35 fs. A longer time at the same field would raise j and s together.

At a given current density the spin depends on the surface through v alone, and a slower surface gives more spin. If the field, mobility and Fermi energy are held fixed instead, the density n = E_F²/(4πħ²v²) also changes. The spin density nμE/(2v), in units of ħ, then varies as 1/v³. A comparison between materials has to say which quantities are held fixed.

The filled lower band needs care. Suppose a uniform exchange field Mσ_y is added. Since vp_xσ_y + Mσ_y = v(p_x + M/v)σ_y, the crossing point moves in momentum. If the model keeps only lower-band states inside a fixed circle of radius Λ, that circle is displaced by δ = M/v relative to the crossing. The rim integral above, with the lower band's reversed spin, gives

s_y = −Λδ/(8π)

to first order in δ. The associated current obeys the operator relation, but both quantities grow in proportion to an arbitrary cutoff. They belong to the truncation and cannot be read as properties of the surface. The relation should therefore be applied to changes carried by electrons near the Fermi level, with the filled sea as the common background.

The mirror condition also matters. Without it, the symmetry argument allows a further term v₂(p_xσ_x + p_yσ_y). The vector multiplying σ is then (v₂p_x − vp_y, v₂p_y + vp_x), whose squared length is

(v² + v₂²)(p_x² + p_y²),

because the cross terms cancel. The bands still form a perfect round cone. For motion along +x in the upper band, however, the spin lies along (v₂, v), at an angle arctan(v/v₂) from the motion. With ħv = 0.25 eV nm and ħv₂ = 0.10 eV nm the angle is 68°. The spin remains proportional to the current but is no longer perpendicular to it. A measurement of the band energies alone cannot show this, since they depend only on v² + v₂².

Departures from linear dispersion act differently. Suppose the energy contains a curvature term Dp². The velocity becomes

dr/dt = v σ×ẑ + 2Dp,

and the current is no longer fixed by the spin alone. Two states with the same spin density can carry different momentum and hence different current. A simple relation does survive for upper-band electrons at a sharp Fermi level. The curvature term does not act on spin, so the spin directions are unchanged, while every electron on the Fermi circle moves at speed v + 2Dk_F. With D in eV nm², the ratio of the current to the value that the linear model would assign to the same spin is

j/(2vs) = 1 + 2Dk_F/(ħv).

At fixed Fermi energy, k_F solves Dk_F² + ħvk_F = E_F. Hence 2Dk_F = −ħv + √((ħv)² + 4DE_F), and

j/(2vs) = √(1 + 4DE_F/(ħv)²).

For D = 0.10 eV nm² this is √(1 + 0.04/0.0625) = 1.28. At the same current, the spin density is then 22% below the linear model's value. Using the true Fermi speed in place of v restores the formula for these electrons. At 300 K, with the same density and one relaxation time for all states, the ratio is about 1.3.

Hexagonal warping adds λ(p_x³ − 3p_xp_y²)σ_z, which the threefold axis and the mirror allow. It adds 3λ(p_x² − p_y²)σ_z to v_x and −6λp_xp_yσ_z to v_y, so the normal spin component now contributes to the current. To leading order in λ, a state on the Fermi contour acquires ⟨σ_z⟩ = λk_F²cos3θ/v. The extra velocity along x is

3λk_F²cos2θ ⟨σ_z⟩ = (3λ²k_F⁴/v) cos2θ cos3θ.

The other part of the velocity is v⟨σ_y⟩, whose sum over electrons is exactly 2vs_y, so only the extra velocity makes j/(2vs) differ from one. The extra velocity is already of second order in λ, so the occupation and the in-plane spin are needed only at λ = 0. For a field along x and one relaxation time for all states, the change in occupation is then proportional to cosθ. Since cosθ cos2θ = ½(cosθ + cos3θ), the average of cosθ cos2θ cos3θ over the circle is ¼. The main term v cosθ, weighted with the same cosθ, averages to v/2. Their ratio gives

j/(2vs) = 1 + (3/2)(λk_F²/v)²,

with ħv in place of v when λ is in eV nm³. For λ = 0.10 eV nm³, the quantity in brackets is 0.10×0.16/0.25 = 0.064, and the ratio is 1.006 at a sharp Fermi level. At 300 K it rises, because thermally excited electrons reach larger momenta: to about 1.02 for one relaxation time at all energies, and to 1.01 or 1.03 for τ proportional to 1/E or to E. The correction is small here because it is of second order, but at fixed v and λ it grows as the fourth power of the Fermi energy while λk_F²/v stays small; at E_F = 0.30 eV the full correction is 0.41 against 0.50 from the formula. The relation is lost for a single warped state, whose velocity need not be at right angles to its in-plane spin. The average response to a weak field stays perpendicular if the rotation and mirror survive on average, because the same symmetry argument that selected p_xσ_y − p_yσ_x then applies to the response of s to the field.

These parameters are rough typical values for the regime of Bi2Te2Se, a layered telluride, and do not describe a particular sample. The sign of v was assumed, so the direction −y is not a prediction for this material; it has to be taken from the measured sense of the spin around the Fermi contour. The assumption that moves the result most is that σ is the true spin. Strong spin-orbit coupling mixes spin with orbital character; an assumed reduction factor of 0.6 lowers the spin density to 5.0×10⁻⁵ ħ/nm². If the curvature correction acts as an independent factor at the same current, the combined factor is 0.6/1.28, or about one half. The film's interior also conducts. For a thickness of 10 nm, a bulk density of 10¹⁸ cm⁻³ and a bulk mobility of 100 cm²/Vs, it carries 0.16 times the current of the top surface. That current must be removed before the formula is used. The bottom surface has its outward normal reversed. If its v is the same, an equal current there gives the opposite spin, and the two cancel in the film as a whole. In that case a device that uses the net spin must act more strongly on one surface than on the other, or have unequal currents on the two.

The remaining effects bear mainly on the size of the current. At 300 K the thermal energy is 0.026 eV, a quarter of the Fermi energy. Keeping the net density fixed lowers the chemical potential to 0.089 eV, and thermally created holes amount to 0.4% of that density. With the relaxation time found from the mobility, ħ/(2τ) is 0.009 eV, about a tenth of the Fermi energy. This is a low estimate of the level broadening, because scattering through small angles shortens the life of a state but hardly reduces the mobility. For short-range scalar impurities the broadening is twice as large, 0.019 eV, so a picture of sharp bands is at best moderately accurate. For screened charged impurities, a lowest-order estimate with an effective dielectric constant between 10 and 50 gives 0.05 to 0.14 eV, comparable with the Fermi energy, and the picture of sharp bands can then fail. For an assumed energy relaxation time of 1 ps, the energy an electron gains from the field, eEv_d times that time, is 0.0005 eV, well below the thermal energy. The field can mix the two bands strongly only at momenta below about √(eE/ħv) from the crossing, the value of k at which the potential drop over a distance 1/k matches ħvk. That momentum is 0.05 of k_F, far inside the filled disc. None of these effects alters the ratio of spin to current as long as momentum enters the Hamiltonian only through the linear kinetic term and σ remains the true spin.

Numbers in the example were calculated in double precision.
